# Energy and HOMO ordering in a four-electron soft-Coulomb atom: verification in Python

```python
"""Exchange-only methods for four electrons in one dimension (hartree atomic units).

Result under test: E_HF <= E_OEP <= {E_Slater, E_KLI, E_CEDA}, where E is the
energy of a closed-shell determinant; KLI = CEDA when the atom has mirror
symmetry; the HOMO level of HF, KLI, CEDA and OEP equals the frozen-orbital
energy difference E(4 electrons) - E(3 electrons), that of Slater does not.

Symbols: P  one-spin density matrix, n its diagonal, W  soft-Coulomb repulsion,
X = -P*W  exchange operator, vS  Slater potential, U, e  orbitals and levels.
Orbital vectors hold phi(x_j)*sqrt(grid step), so inner products are plain sums.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize

METHODS = ("HF", "OEP", "KLI", "CEDA", "Slater")


def make_model(half_box, step, nuclei):
    size = int(round(2 * half_box / step)) - 1
    j = np.arange(1, size + 1)
    x = -half_box + j * step
    sines = np.sqrt(2 / (size + 1)) * np.sin(np.pi * np.outer(j, j) / (size + 1))
    kinetic = (sines * (0.5 * (j * np.pi / (2 * half_box)) ** 2)) @ sines.T
    W = 1 / np.sqrt((x[:, None] - x) ** 2 + 1)
    vext = -sum(Z / np.sqrt((x - c) ** 2 + 1) for Z, c in nuclei)
    return SimpleNamespace(x=x, W=W, h=kinetic + np.diag(vext),
                           guess=kinetic + 0.5 * np.diag(vext))


def energy(m, P_up, P_down):
    """Energy of a determinant with given spin density matrices."""
    rho = np.diag(P_up + P_down)
    return (np.sum((P_up + P_down) * m.h) + 0.5 * rho @ m.W @ rho
            - 0.5 * np.sum((P_up ** 2 + P_down ** 2) * m.W))


def slater_potential(m, P):
    return -np.sum(P ** 2 * m.W, axis=1) / np.diag(P)


def closed_formula(C, X, vS, pairs):
    """Slater potential plus response terms for the listed orbital pairs."""
    n = np.sum(C ** 2, axis=1)
    products = np.array([C[:, i] * C[:, j] for i, j in pairs])
    factor = np.array([1.0 if i == j else 2.0 for i, j in pairs])
    shapes = factor[:, None] * products / n
    rhs = products @ vS - np.array([C[:, i] @ X @ C[:, j] for i, j in pairs])
    d = np.linalg.solve(np.eye(len(pairs)) - products @ shapes.T, rhs)
    return vS + d @ shapes, d


def response_potential(e, U, X, vS, rule):
    """Solve the linear response equation for v_x.
    rule 'true': real energy denominators, virtual partners (OEP);
    rule 'virtual': all denominators equal, virtual partners;
    rule 'all': all denominators equal, every other orbital is a partner."""
    root_n = np.sqrt(np.sum(U[:, :2] ** 2, axis=1))
    matrix = np.outer(root_n, root_n)      # lifts the constant null vector
    rhs = np.zeros(len(e))
    for i in range(2):
        partners = [k for k in range(len(e)) if k != i and (rule == "all" or k > 1)]
        A, orbital = U[:, partners], U[:, i]
        weight = 1 / (e[partners] - e[i]) if rule == "true" else np.ones(len(partners))
        M = orbital[:, None] * A / root_n[:, None]
        matrix = matrix + (M * weight) @ M.T
        rhs += M @ (weight * (A.T @ (X @ orbital - vS * orbital)))
    v = vS + np.linalg.solve(matrix, rhs) / root_n
    homo = U[:, 1]
    return v + homo @ X @ homo - np.sum(v * homo ** 2)


def exchange_part(m, method, e, U):
    C = U[:, :2]
    P = C @ C.T
    X = -P * m.W
    if method == "HF":
        return X
    vS = slater_potential(m, P)
    if method == "Slater":
        return np.diag(vS)
    if method == "KLI":
        return np.diag(closed_formula(C, X, vS, [(0, 0)])[0])
    if method == "CEDA":
        return np.diag(closed_formula(C, X, vS, [(0, 0), (0, 1)])[0])
    return np.diag(response_potential(e, U, X, vS, "true"))


def self_consistent(m, method, start):
    """Anderson-accelerated fixed-point iteration of the one-electron Hamiltonian."""
    H, old = start, []
    for _ in range(200):
        e, U = np.linalg.eigh(H)
        P = U[:, :2] @ U[:, :2].T
        vx = exchange_part(m, method, e, U)
        R = m.h + np.diag(2 * m.W @ np.diag(P)) + vx - H
        r = (R @ P).ravel()
        if np.max(np.abs(r)) < 1e-9:
            break
        new = H + 0.5 * R
        if old:
            D = np.array([r - q[2] for q in old]).T
            gamma = np.linalg.lstsq(D, r, rcond=1e-10)[0]
            for g, q in zip(gamma, old):
                new = new - g * ((H - q[0]) + 0.5 * (R - q[1]))
        old = (old + [(H, R, r)])[-6:]
        H = new
    else:
        raise AssertionError("no self-consistency for " + method)
    return SimpleNamespace(H=H, e=e, U=U, P=P, X=-P * m.W, vx=np.diag(vx),
                           E=energy(m, P, P), Ex=-np.sum(P ** 2 * m.W), homo=e[1])


def all_methods(m):
    s = {"HF": self_consistent(m, "HF", m.guess),
         "Slater": self_consistent(m, "Slater", m.guess)}
    s["KLI"] = self_consistent(m, "KLI", s["Slater"].H)
    s["CEDA"] = self_consistent(m, "CEDA", s["Slater"].H)
    s["OEP"] = self_consistent(m, "OEP", s["KLI"].H)
    return s


def energy_and_gradient(m, H):
    """Energy of the determinant generated by H and its derivative with
    respect to the value of the local potential at every grid point."""
    e, U = np.linalg.eigh(H)
    C, A = U[:, :2], U[:, 2:]
    P = C @ C.T
    F = m.h + np.diag(2 * m.W @ np.diag(P)) - P * m.W
    mixing = (A.T @ F @ C) / (e[None, :2] - e[2:, None])
    return energy(m, P, P), 4 * np.sum(C * (A @ mixing), axis=1)


def removal_energy(m, s):
    """E(4) - E(3) with frozen orbitals, one HOMO electron taken away."""
    inner = np.outer(s.U[:, 0], s.U[:, 0])
    return energy(m, s.P, s.P) - energy(m, s.P, inner)


atom = make_model(18.0, 0.2, [(4.0, 0.0)])
coarse = make_model(16.0, 0.25, [(4.0, 0.0)])
pair = make_model(16.0, 0.25, [(3.0, -1.0), (1.0, 1.5)])
res, res_coarse, res_pair = all_methods(atom), all_methods(coarse), all_methods(pair)

# Variational ordering, in both models
for s in (res, res_pair):
    assert s["HF"].E < s["OEP"].E - 1e-7
    assert all(s["OEP"].E < s[k].E - 1e-8 for k in ("KLI", "CEDA", "Slater"))

# HOMO level against explicit three-electron energies
for m, s in ((atom, res), (pair, res_pair)):
    for k in ("HF", "OEP", "KLI", "CEDA"):
        assert abs(s[k].homo - removal_energy(m, s[k])) < 1e-7
slater = res["Slater"]
homo_vec = slater.U[:, 1]
slater_miss = slater.homo - removal_energy(atom, slater)
slater_element = np.sum(slater.vx * homo_vec ** 2) - homo_vec @ slater.X @ homo_vec
assert abs(slater_miss) > 1e-3 and abs(slater_miss - slater_element) < 1e-7

# Closed formulas against the response equation with common denominators
for m, s in ((atom, res), (pair, res_pair)):
    for k, rule in (("KLI", "all"), ("CEDA", "virtual")):
        t = s[k]
        v = response_potential(t.e, t.U, t.X, slater_potential(m, t.P), rule)
        assert np.max(np.abs(v - t.vx) * np.sqrt(np.diag(t.P))) < 1e-7

# Mirror symmetry makes KLI and CEDA equal; without it they differ
def potential_distance(s):
    return np.max(np.abs(s["KLI"].vx - s["CEDA"].vx) * np.sqrt(np.diag(s["KLI"].P)))

assert potential_distance(res) < 1e-7 and abs(res["KLI"].E - res["CEDA"].E) < 1e-9
assert potential_distance(res_pair) > 1e-4
ceda = res_pair["CEDA"]
d12_pair = ceda.U[:, 0] @ (np.diag(ceda.vx) - ceda.X) @ ceda.U[:, 1]

# Gradient against finite differences; stationary minimum at the OEP only
bump = np.exp(-atom.x ** 2)
slopes = {}
for k in ("Slater", "KLI", "OEP"):
    E0, grad = energy_and_gradient(atom, res[k].H)
    delta = 1e-3
    Ep = energy_and_gradient(atom, res[k].H + delta * np.diag(bump))[0]
    Em = energy_and_gradient(atom, res[k].H - delta * np.diag(bump))[0]
    slopes[k] = (Ep - Em) / (2 * delta)
    assert abs(slopes[k] - grad @ bump) < 1e-6
    if k == "OEP":
        assert np.max(np.abs(grad)) < 1e-7 and Ep > E0 and Em > E0
assert abs(slopes["Slater"]) > 1e-4

# Direct minimisation over the local potential, started from Slater
scale = 1 / (np.sqrt(np.diag(res_coarse["Slater"].P)) + 0.05)

def objective(y):
    E, g = energy_and_gradient(coarse, res_coarse["Slater"].H + np.diag(scale * y))
    return E, g * scale

direct = minimize(objective, np.zeros(len(coarse.x)), jac=True, method="L-BFGS-B",
                  options=dict(maxiter=500, maxfun=700, ftol=1e-15, gtol=1e-8, maxcor=20))
direct_excess = direct.fun - res_coarse["OEP"].E
kli_excess = res_coarse["KLI"].E - res_coarse["OEP"].E
assert -1e-9 < direct_excess < 0.1 * kli_excess

# Hartree-Fock determinant against random mixing with low virtual orbitals
rng = np.random.default_rng(1)
hf = res["HF"]
for _ in range(20):
    Q = np.linalg.qr(hf.U[:, :2] + 0.02 * hf.U[:, 2:12] @ rng.normal(size=(10, 2)))[0]
    assert energy(atom, Q @ Q.T, Q @ Q.T) > hf.E

# Grid and box convergence
grid_change = max(max(abs(res[k].E - res_coarse[k].E),
                      abs(res[k].homo - res_coarse[k].homo)) for k in METHODS)
assert grid_change < 1e-6

# Far potential equals minus the electrostatic potential of the HOMO density
far = int(np.argmin(np.abs(atom.x - 10)))
for k in ("OEP", "KLI", "CEDA", "Slater"):
    assert abs(res[k].vx[far] + atom.W[far] @ res[k].U[:, 1] ** 2) < 1e-3

# Ingredients of the KLI constant
kli = res["KLI"]
n1, n_kli = kli.U[:, 0] ** 2, np.diag(kli.P)
vS_kli = slater_potential(atom, kli.P)
vS11, X11 = n1 @ vS_kli, kli.U[:, 0] @ kli.X @ kli.U[:, 0]
overlap = np.sum(n1 ** 2 / n_kli)
d11 = n1 @ kli.vx - X11
assert abs(d11 - (vS11 - X11) / (1 - overlap)) < 1e-7

eV = physical_constants["Hartree energy in eV"][0]
print("Atom: nuclear charge 4, softening 1 bohr, 4 electrons")
print(f"grid: {len(atom.x)} points, step 0.2 bohr, walls at +-18 bohr")
print("method   E (hartree)   E_x (hartree)  HOMO (hartree)")
for k in METHODS:
    print(f"{k:7s} {res[k].E:12.7f} {res[k].Ex:14.7f} {res[k].homo:14.7f}")
for k in METHODS[1:]:
    print(f"E_{k} - E_HF = {res[k].E - hf.E:.7f} hartree")
print(f"E_KLI - E_OEP = {res['KLI'].E - res['OEP'].E:.7f} hartree")
print(f"OEP energy = {res['OEP'].E * eV:.4f} eV, HOMO = {res['OEP'].homo * eV:.4f} eV")
print(f"HF energy = {hf.E * eV:.4f} eV, HOMO = {hf.homo * eV:.4f} eV")
print("Frozen-orbital E(4)-E(3) (hartree):")
for k in METHODS:
    print(f"  {k:7s} {removal_energy(atom, res[k]):.7f}")
print(f"Slater HOMO minus its E(4)-E(3) = {slater_miss:.7f} hartree")
print("KLI constant, orbital 1:")
print(f"  <1|v_S|1> = {vS11:.6f} hartree, <1|X|1> = {X11:.6f} hartree")
print(f"  integral n1^2/n = {overlap:.6f}, d_11 = {d11:.6f} hartree")
print("x (bohr)  v_x (hartree): Slater, KLI, OEP")
for point in (0, 1, 2, 3, 4, 10):
    q = int(np.argmin(np.abs(atom.x - point)))
    print(f"{point:4d} " + " ".join(f"{res[k].vx[q]:10.5f}" for k in ("Slater", "KLI", "OEP")))
print("Slope of E along a Gaussian change exp(-x^2) of the potential:")
print("  " + ", ".join(f"{k} {slopes[k]:.2e}" for k in slopes) + " (dimensionless)")
print(f"Direct minimisation minus OEP energy = {direct_excess:.1e} hartree")
print(f"Largest change with other grid and box = {grid_change:.1e} hartree")
print("Model without mirror symmetry: charges 3 and 1 at -1 and 1.5 bohr")
print("(electronic energy, no repulsion between the two charges)")
print("method   E (hartree)   HOMO (hartree)")
for k in METHODS:
    print(f"{k:7s} {res_pair[k].E:12.7f} {res_pair[k].homo:14.7f}")
print(f"|d_12| in CEDA = {abs(d12_pair):.6f} hartree")
print("tests ok")
```

Printed output:

```
Atom: nuclear charge 4, softening 1 bohr, 4 electrons
grid: 179 points, step 0.2 bohr, walls at +-18 bohr
method   E (hartree)   E_x (hartree)  HOMO (hartree)
HF        -6.7394496     -1.4583646     -0.3127986
OEP       -6.7381636     -1.4555277     -0.3103069
KLI       -6.7378784     -1.4517746     -0.3101909
CEDA      -6.7378784     -1.4517746     -0.3101909
Slater    -6.7322219     -1.4750526     -0.3451004
E_OEP - E_HF = 0.0012860 hartree
E_KLI - E_HF = 0.0015712 hartree
E_CEDA - E_HF = 0.0015712 hartree
E_Slater - E_HF = 0.0072278 hartree
E_KLI - E_OEP = 0.0002852 hartree
OEP energy = -183.3548 eV, HOMO = -8.4439 eV
HF energy = -183.3898 eV, HOMO = -8.5117 eV
Frozen-orbital E(4)-E(3) (hartree):
  HF      -0.3127986
  OEP     -0.3103069
  KLI     -0.3101909
  CEDA    -0.3101909
  Slater  -0.2977851
Slater HOMO minus its E(4)-E(3) = -0.0473153 hartree
KLI constant, orbital 1:
  <1|v_S|1> = -0.815468 hartree, <1|X|1> = -0.862572 hartree
  integral n1^2/n = 0.742438, d_11 = 0.182883 hartree
x (bohr)  v_x (hartree): Slater, KLI, OEP
   0   -0.86640   -0.67761   -0.63919
   1   -0.77426   -0.68753   -0.70356
   2   -0.59049   -0.57629   -0.57301
   3   -0.42423   -0.42821   -0.42048
   4   -0.30777   -0.31415   -0.30967
  10   -0.10363   -0.10422   -0.10413
Slope of E along a Gaussian change exp(-x^2) of the potential:
  Slater -8.04e-02, KLI -2.72e-03, OEP 1.01e-07 (dimensionless)
Direct minimisation minus OEP energy = 2.6e-10 hartree
Largest change with other grid and box = 5.8e-08 hartree
Model without mirror symmetry: charges 3 and 1 at -1 and 1.5 bohr
(electronic energy, no repulsion between the two charges)
method   E (hartree)   HOMO (hartree)
HF        -6.0060845     -0.3841936
OEP       -6.0046873     -0.3817284
KLI       -6.0042197     -0.3813483
CEDA      -6.0042078     -0.3820315
Slater    -5.9980507     -0.4150783
|d_12| in CEDA = 0.005258 hartree
tests ok
```
